# Image correction for a doubly charged defect in a silicon supercell

## Problem

A defect in silicon carries the charge $q=+2$, in units of the elementary charge. It is modelled in a periodically repeated cubic cell of edge $L=16.3$ Å, which is three conventional silicon cells along each edge, or $3^3\times 8=216$ atomic sites. A uniform background of total charge $-q$ per cell keeps the cell neutral. Treat the defect as a point charge and silicon as a linear, isotropic, homogeneous dielectric of relative permittivity $\varepsilon=11.7$.

The quantity wanted from the calculation is the energy of one isolated defect. Show that the electrostatic correction

$$
E_{\rm corr}=E_{\rm isolated}-E_{\rm periodic}
$$

is about 0.43 eV, and decide whether it raises or lowers the energy obtained from the supercell.

Hartree atomic units are used: lengths are in bohr, energies in hartree, and two unit charges at distance $r$ in vacuum have the energy $1/r$.

## A tempting solution

The defect and its periodic images have equal charges, so they repel. This repulsion is absent for an isolated defect, and it must be subtracted. The defect has six nearest images at distance $L$. Each pair has the energy $q^2/(\varepsilon L)$ and is shared between two cells, so the spurious energy per cell is

$$
\frac12\cdot 6\cdot\frac{q^2}{\varepsilon L}=6\,\frac{q^2}{2\varepsilon L}.
$$

With $L=30.80$ bohr, the unit on the right is $4/(2\times11.7\times30.80)=0.00555$ hartree. Six of these make 0.0333 hartree, or 0.91 eV. More distant images are screened by the silicon and are neglected. The background is uniform, exerts no preferred pull on the defect, and is ignored. The correction is then $-0.91$ eV.

## Where it fails

The factor $1/2$ for shared pairs is right, and so is the single factor $1/\varepsilon$, as shown below. The fault lies in the last two assumptions.

First, a dielectric of this kind divides the Coulomb interaction by $\varepsilon$ at every distance. It does not cut the interaction off. In units of $q^2/(2\varepsilon L)$, the six nearest images contribute 6, but the twelve next ones, at distance $\sqrt2\,L$, contribute $12/\sqrt2=8.5$, which is more. Out to a distance $NL$ there are about $4\pi n^2\,dn$ images between $n$ and $n+dn$, each contributing $1/n$, so the sum grows as

$$
\int_0^N 4\pi n^2\,\frac1n\,dn=2\pi N^2 .
$$

The repulsion between the images alone has no finite value.

Second, the background is what makes the energy finite. By symmetry it exerts no net force on the defect at the cell centre, but a vanishing force does not mean a vanishing energy. The background has the opposite charge and surrounds the defect closely, whereas the nearest image is a full cell edge away. Attraction and repulsion must be added before either is judged, and the sign of the correction depends on the result.

## The right solution

### One factor of the permittivity

Let the defect charge and background together form the fixed, or free, charge density. Consider one Fourier component of it, with amplitude $\rho$ and wavevector $\mathbf G\neq0$. The medium responds with a bound charge $x\rho$, where $x$ is to be found. An imaginary part of $x$ would only add positive terms to the energy below, so $x$ can be taken real.

The total charge $(1+x)\rho$ produces the potential $4\pi(1+x)\rho/G^2$. Half the product of charge and potential gives the Coulomb energy per volume, $2\pi|\rho|^2(1+x)^2/G^2$.

Polarizing the medium also costs energy, $|P|^2/(2\chi)$ per volume, with $\varepsilon=1+4\pi\chi$. The bound charge is $-\nabla\cdot\mathbf P$, so the smallest polarization that produces it is parallel to $\mathbf G$ and has $|P|=|x\rho|/G$. Since $1/(2\chi)=2\pi/(\varepsilon-1)$, the sum is

$$
\frac{2\pi|\rho|^2}{G^2}\left[(1+x)^2+\frac{x^2}{\varepsilon-1}\right].
$$

Setting the derivative of the bracket to zero gives

$$
1+x+\frac{x}{\varepsilon-1}=0
\quad\Rightarrow\quad
x=-\frac{\varepsilon-1}{\varepsilon},\qquad 1+x=\frac1\varepsilon .
$$

At this minimum the bracket equals

$$
\frac1{\varepsilon^2}+\frac{\varepsilon-1}{\varepsilon^2}=\frac1\varepsilon .
$$

The Coulomb part by itself carries $1/\varepsilon^2$, and the polarization cost raises the total to $1/\varepsilon$. The result does not depend on $\mathbf G$, so it holds for the periodic and the isolated charge alike. The potential is also divided by $\varepsilon$, and the energy is half the integral of the free charge times this potential.

### The potential in the periodic cell

Let $\Omega=L^3$. The free charge density is $q\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-q/\Omega$, where $\mathbf R$ runs over the lattice. Its Fourier components are $q/\Omega$ for every reciprocal-lattice vector $\mathbf G\ne0$ and zero for $\mathbf G=0$, where the background cancels the point charges. Poisson's equation, $\varepsilon G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$, gives

$$
\phi(\mathbf r)=\frac{4\pi q}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
$$

The constant in $\phi$ has been chosen so that its mean is zero. A different constant would not change the energy, because the cell is neutral. With this choice the integral of the background charge times $\phi$ vanishes, and the energy per cell is $q\phi/2$ taken at the defect.

That value is infinite, because it contains the self-energy of a point charge. The isolated charge in the same medium has the same self-energy, with potential $q/(\varepsilon r)$. The difference is finite:

$$
E_{\rm periodic}-E_{\rm isolated}
=\frac q2\lim_{r\to0}\left[\phi(\mathbf r)-\frac{q}{\varepsilon r}\right].
$$

Subtracting two infinite energies is justified at the end by giving the charge a finite width.

Now put $\mathbf r=L\mathbf u$ and $\mathbf G=2\pi\mathbf n/L$, where $\mathbf n$ is a vector of integers. Then $4\pi/(\Omega G^2)=1/(\pi Ln^2)$, and

$$
\phi=\frac{q}{\varepsilon L}f(\mathbf u),\qquad
f(\mathbf u)=\frac1\pi\sum_{\mathbf n\ne0}\frac{e^{2\pi i\mathbf n\cdot\mathbf u}}{n^2}.
$$

All dependence on $q$, $\varepsilon$ and $L$ is now in front. Defining the Madelung constant $\alpha=-\lim_{u\to0}[f(\mathbf u)-1/u]$ gives

$$
E_{\rm corr}=\frac{\alpha q^2}{2\varepsilon L}.
$$

The sign of the correction is the sign of $\alpha$, which remains to be calculated.

### The Madelung constant

The series for $f$ converges too slowly near $u=0$. To cure this, add and subtract at each lattice site a Gaussian of unit charge, $g(u)=(t^3/\pi^{3/2})e^{-t^2u^2}$, where $t$ is a free number.

The potential of one Gaussian is $\operatorname{erf}(tu)/u$. To check this, note that a spherical potential $v$ obeys $(uv)''=-4\pi u g$. Differentiating $\operatorname{erf}(tu)$ twice gives $-(4t^3u/\sqrt\pi)e^{-t^2u^2}$, which is $-4\pi ug$. The potential is finite at the centre and tends to $1/u$ far away, as required.

A point charge minus its Gaussian therefore has the short-ranged potential $\operatorname{erfc}(tu)/u$. Summed over the lattice, these potentials have a mean equal to the integral of one of them over all space. Integration by parts gives

$$
4\pi\int_0^\infty u\operatorname{erfc}(tu)\,du
=\frac{4\pi t}{\sqrt\pi}\int_0^\infty u^2e^{-t^2u^2}du
=\frac{4\pi t}{\sqrt\pi}\,\frac{\sqrt\pi}{4t^3}=\frac{\pi}{t^2}.
$$

This mean must be subtracted, since $f$ has zero mean. The Gaussians themselves are summed in Fourier space, where each term of $f$ acquires the factor $e^{-\pi^2n^2/t^2}$. Thus, with $\mathbf m$ running over the lattice sites,

$$
f(\mathbf u)=\sum_{\mathbf m}\frac{\operatorname{erfc}(t|\mathbf u-\mathbf m|)}{|\mathbf u-\mathbf m|}
-\frac{\pi}{t^2}
+\frac1\pi\sum_{\mathbf n\ne0}\frac{e^{-\pi^2n^2/t^2}}{n^2}e^{2\pi i\mathbf n\cdot\mathbf u}.
$$

As $u\to0$, the term $\mathbf m=0$ minus $1/u$ becomes $-\operatorname{erf}(tu)/u\to-2t/\sqrt\pi$. Reversing all signs,

$$
\alpha=\frac{2t}{\sqrt\pi}+\frac\pi{t^2}
-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(tn)}n
+\frac{e^{-\pi^2n^2/t^2}}{\pi n^2}\right].
$$

The choice $t=\sqrt\pi$ makes both sums fall off at a similar rate and turns the first two terms into $2+1$:

$$
\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}n+\frac{e^{-\pi n^2}}{\pi n^2}\right].
$$

The six vectors with $n^2=1$ contribute 0.15567 to the sum, the twelve with $n^2=2$ contribute 0.00690, and the eight with $n^2=3$ contribute 0.00013. Hence

$$
\alpha=3-0.15567-0.00690-0.00013=2.8373 .
$$

The constant is positive, so the periodic energy lies below the isolated one. Since $t$ was introduced by hand, $\alpha$ must not depend on it; a test with $t=2.6$ gives the same value.

### The same constant by counting charges

The tempting solution can be repaired directly by including the background. Take lengths in units of $L$ and build a cube of $M^3$ cells, $M$ odd, around the defect. The images give the potential $S_M=\sum1/n$ at the centre. The background gives $-M^2C$, where $C$ is the integral of $1/u$ over a unit cube; the factor $M^2$ follows from scaling the lengths.

To find $C$, divide the cube into six pyramids with their tips at the centre. In the upper one write $x=za$ and $y=zb$, with $a$ and $b$ between $-1$ and $1$. The volume element is $z^2\,dz\,da\,db$, and the integral over $z$ from 0 to $1/2$ gives $1/8$. Therefore

$$
C=\frac68\int_{-1}^{1}\!\int_{-1}^{1}\frac{da\,db}{\sqrt{1+a^2+b^2}}=2.3801 .
$$

The potential must again be measured from its mean. The mean for an array of neutral cells is the space integral of the potential of one cell, which is the limit of $4\pi\tilde\rho(\mathbf k)/k^2$ for $k\to0$. Expanding $e^{-i\mathbf k\cdot\mathbf u}$, the charge and dipole terms vanish. By cubic symmetry the second-order term is $-(k^2/6)\int\rho u^2d^3u$, so the mean is $-(2\pi/3)\int\rho u^2d^3u$. The point charge sits at $u=0$ and contributes nothing. The background contributes $-3\int_{-1/2}^{1/2}x^2dx=-1/4$. The mean is thus $+\pi/6=0.5236$, and

$$
\alpha=\lim_{M\to\infty}\left[M^2C-S_M+\frac\pi6\right].
$$

For $M=1$ there are no images in the cube, and the bracket is $2.380+0.524=2.904$. This is already within 2.4 % of $\alpha$, relative to $\alpha$. The potential $C$ of the background in the defect's own cell, together with the mean $\pi/6$, which is a property of the whole array, accounts for nearly the whole effect. In every other cell the point charge and its background almost cancel at the defect, and all these cells together change the constant by only $-0.066$.

The neglected cells have no charge, dipole, quadrupole or octupole moment, by neutrality and cubic symmetry. Their potentials fall as $1/u^5$ times an angular factor that changes sign with direction and averages to zero over a sphere. The region left out lies outside a cube, not a sphere, so the cancellation is incomplete, and in each direction the radial integral $\int u^2u^{-5}du$ from the cube face outwards scales as $M^{-2}$. The remainder therefore falls as $M^{-2}$. The sums give 2.837313 for $M=41$ and 2.837301 for $M=81$. Removing the $M^{-2}$ term gives 2.837297, in agreement with the Gaussian method. This comparison is a test of $\alpha$ that uses neither Gaussians nor Fourier series.

### The correction in numbers

With $L=16.3$ Å $=30.80$ bohr,

$$
E_{\rm corr}=\frac{2.8373\times2^2}{2\times11.7\times30.80}
=0.01575\ \text{hartree}=0.43\ \text{eV}.
$$

This is the value to be shown. It is positive: 0.43 eV must be **added** to the supercell energy. The tempting answer of $-0.91$ eV has the wrong sign as well as the wrong size, and using it would leave the energy about 1.3 eV too low within this model.

The charge enters as $q^2$, so a defect with $q=-2$ has the same correction, and one with $q=\pm1$ has a quarter of it, 0.11 eV. Doubling the cell edge halves the correction to 0.21 eV, but requires eight times as many atoms. Without dielectric screening, $\varepsilon=1$, the correction would be 5.0 eV. A small relative error in $\varepsilon$ produces an equal relative error of opposite sign in the correction.

## A defect charge of finite width

A real defect charge is spread out. Let its density be

$$
\rho(r)=\frac{q}{(2\pi s^2)^{3/2}}e^{-r^2/2s^2},
$$

with $s$ much smaller than $L$. Both energies are now finite, so their difference can be taken without a limit.

The Fourier transform of this density is $qe^{-s^2G^2/2}$. Each component of the energy contains its square, so

$$
E_{\rm periodic}=\frac{2\pi q^2}{\varepsilon\Omega}\sum_{\mathbf G\ne0}\frac{e^{-s^2G^2}}{G^2}
=\frac{q^2}{2\varepsilon L}\,\frac1\pi\sum_{\mathbf n\ne0}\frac{e^{-4\pi^2s^2n^2/L^2}}{n^2}.
$$

This is the Fourier sum in the formula for $\alpha$ if $t=L/(2s)$. Solving that formula for the sum, and dropping the terms $\operatorname{erfc}(tn)/n$, which are exponentially small for $t\gg1$, gives

$$
E_{\rm periodic}=\frac{q^2}{2\varepsilon L}\left[\frac{L}{\sqrt\pi\,s}+\frac{4\pi s^2}{L^2}-\alpha\right].
$$

For the isolated charge the sum over $\mathbf G$ becomes an integral, with $\Omega^{-1}\sum\to(2\pi)^{-3}\int d^3G$:

$$
E_{\rm isolated}=\frac{2\pi q^2}{\varepsilon}\,\frac{4\pi}{(2\pi)^3}\int_0^\infty e^{-s^2G^2}dG
=\frac{q^2}{\pi\varepsilon}\,\frac{\sqrt\pi}{2s}=\frac{q^2}{2\varepsilon\sqrt\pi\,s}.
$$

This cancels the first term of the periodic energy, leaving

$$
E_{\rm isolated}-E_{\rm periodic}
=\frac{\alpha q^2}{2\varepsilon L}-\frac{2\pi q^2s^2}{\varepsilon L^3}.
$$

As $s\to0$ the point-charge result returns, which justifies the earlier subtraction of infinite self-energies.

The second term has a simple origin. The uniform background has a potential that rises from the defect centre as $2\pi qr^2/(3\varepsilon\Omega)$. Spreading the charge over this potential costs $q$ times its average. Since the average of $r^2$ is $3s^2$, the cost is $2\pi q^2s^2/(\varepsilon\Omega)$. It raises the periodic energy and reduces the correction. The interaction between separated spherical clouds is unchanged by their width.

Take $s=2$ bohr as a round model value, not a property of a particular defect. The isolated and periodic energies are 0.04822 and 0.03277 hartree, and their difference is 0.01545 hartree, or 0.42 eV. The finite width lowers the correction by 0.008 eV, which is 1.9 % of the point-charge value. This test computes the isolated energy in real space and the periodic energy in Fourier space, and it confirms both the sign and the size of the correction. The values are listed in the numerical output.

## What the correction leaves out

The result is the leading electrostatic term for a localized charge in a cubic cell. Another cell shape needs its own Madelung constant, whose sign must be found afresh, since it turns negative for a strongly elongated cell. An anisotropic host needs a permittivity tensor. If the defect charge spreads over a length comparable with $L$, the expansion in $s/L$ no longer applies.

The value of $\varepsilon$ must describe the response allowed in the supercell: electrons alone if the atoms are held fixed, electrons and atomic displacements if the atoms relax. Close to the defect, a single macroscopic permittivity does not describe the screening in detail.

Finally, a charged-defect formation energy also depends on the energy of the electrons exchanged with a reservoir. The electrostatic potentials of the defect cell and the perfect crystal must therefore be aligned. The 0.43 eV found here does not include that alignment, and the alignment is not independent of the finite-width term. A point charge minus a Gaussian of width $s$ has a short-ranged potential whose cell mean, from the result $\pi/t^2$ with $t=L/(\sqrt2\,s)$, is $2\pi qs^2/(\varepsilon\Omega)$. With both means set to zero, the potential of the Gaussian array far from the defect therefore lies this much above that of the point array, and $q$ times this offset is exactly the finite-width term, 0.008 eV for $s=2$ bohr. If the far potential is aligned against a point-charge model, the width term is already contained in the alignment and must not be counted again.

## Numbers as computed

```
defect charge q = 2 e
cell edge L = 16.3 angstrom = 30.8025 bohr
relative permittivity = 11.7 (dimensionless)
shell contributions subtracted from 3 (dimensionless):
  n^2 = 1, vectors = 6, real = 0.0731333, Fourier = 0.0825325, sum = 0.1556658
  n^2 = 2, vectors = 12, real = 0.0033326, Fourier = 0.0035666, sum = 0.0068992
  n^2 = 3, vectors = 8, real = 0.0000653, Fourier = 0.0000685, sum = 0.0001338
  n^2 = 4, vectors = 6, real = 0.0000016, Fourier = 0.0000017, sum = 0.0000033
Madelung constant alpha = 2.837297 (dimensionless)
alpha with split t = 2.6: 2.837297 (dimensionless)
unit-cube integral of 1/r = 2.380077 (dimensionless)
direct alpha, 41 cells per edge = 2.837313 (dimensionless)
direct alpha, 81 cells per edge = 2.837301 (dimensionless)
direct alpha, extrapolated = 2.837297 (dimensionless)
minimized mode energy ratio = 0.085470 (dimensionless)
inverse permittivity = 0.085470 (dimensionless)
unscreened correction = 0.184225 hartree = 5.013 eV
point-charge correction = 0.015746 hartree = 0.4285 eV
Gaussian width s = 2.0 bohr
Gaussian isolated energy = 0.048221 hartree
Gaussian periodic energy = 0.032770 hartree
Gaussian energy difference = 0.015452 hartree = 0.4205 eV
finite-extent term = -0.000294 hartree = -0.0080 eV
```
